# Does a higher microwave frequency keep improving Pb0–Pb1 resolution?: test program

```python
"""
Result under test: for two spin-1/2 lines (Pb0 and Pb1 at the (100)Si/SiO2
interface, field along [001]) with Gaussian g-strain and a fixed residual width,
    R = separation / mean peak-to-peak width = R_inf * x / sqrt(1 + x^2),
    x = nu / nu_c,
so R saturates at high microwave frequency nu.
Symbols: r = residual peak-to-peak width in gauss, s = peak-to-peak width of a
g distribution (twice its standard deviation), nu_c = crossover frequency.
Spectra are built from diagonalized spin Hamiltonians and quadrature over g.
The material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import dawsn, wofz

MU_B = const.physical_constants["Bohr magneton"][0]
GAUSS_PER_GHZ = const.h * 1e9 / MU_B * 1e4      # h nu / mu_B for 1 GHz

G_PAR, G_PERP, SIGMA_PERP = 2.002, 2.008, 0.0008
G_PB1, SIGMA_PB1 = 2.003, 0.0005
RESIDUAL_PP = 1.5                               # gauss
SIGMA_R = RESIDUAL_PP / 2

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
NORMAL = np.array([0.0, 0.0, 1.0])
AXIS = np.ones(3) / np.sqrt(3)


def effective_g(g_perp, direction=NORMAL, axis=AXIS):
    """Zeeman gap / (mu_B B) from diagonalization, for an array of g_perp."""
    g_perp = np.atleast_1d(np.asarray(g_perp, dtype=float))
    tensor = (g_perp[:, None, None] * np.eye(3)
              + (G_PAR - g_perp)[:, None, None] * np.outer(axis, axis))
    vector = tensor @ direction
    levels = np.linalg.eigvalsh(0.5 * np.einsum("ni,ijk->njk", vector, PAULI))
    return levels[:, 1] - levels[:, 0]


def resonance_fields(defect, nu, strain):
    """Resonance fields (gauss) and weights over the strain distribution."""
    typical_range = 10 * strain * 6e-4 * GAUSS_PER_GHZ * nu / 4
    count = 201 + int(typical_range / (0.4 * SIGMA_R))
    u = np.linspace(-5, 5, count)
    weight = np.exp(-u**2 / 2)
    weight /= weight.sum()
    if defect == "Pb0":
        g = effective_g(G_PERP + strain * SIGMA_PERP * u)
    else:
        g = G_PB1 + strain * SIGMA_PB1 * u
    return GAUSS_PER_GHZ * nu / g, weight


def line(defect, nu, strain, field):
    """Absorption of unit area and its field derivative."""
    centres, weight = resonance_fields(defect, nu, strain)
    d = (field[:, None] - centres) / SIGMA_R
    kernel = weight * np.exp(-d**2 / 2) / (SIGMA_R * np.sqrt(2 * np.pi))
    return kernel.sum(axis=1), -(kernel * d).sum(axis=1) / SIGMA_R


def extremum(x, y):
    """Position of the largest y, refined with a parabola."""
    i = int(np.argmax(y))
    shift = 0.5 * (y[i - 1] - y[i + 1]) / (y[i - 1] - 2 * y[i] + y[i + 1])
    return x[i] + shift * (x[1] - x[0])


def measure(defect, nu, strain=1.0):
    """Line position and peak-to-peak width read off the derivative spectrum."""
    centres, weight = resonance_fields(defect, nu, strain)
    mean = (weight * centres).sum()
    spread = np.sqrt((weight * (centres - mean)**2).sum() + SIGMA_R**2)
    field = mean + spread * np.linspace(-2, 2, 401)
    slope = line(defect, nu, strain, field)[1]
    low, high = extremum(field, slope), extremum(field, -slope)
    return (low + high) / 2, high - low


def measured_ratio(nu, strain=1.0):
    b0, w0 = measure("Pb0", nu, strain)
    b1, w1 = measure("Pb1", nu, strain)
    return (b1 - b0) / ((w0 + w1) / 2)


def count_maxima(nu, strain=1.0):
    """Number of maxima of the summed absorption (equal areas)."""
    b0, w0 = measure("Pb0", nu, strain)
    b1, w1 = measure("Pb1", nu, strain)
    field = np.linspace(b0 - w0, b1 + w1, 601)
    slope = (line("Pb0", nu, strain, field)[1]
             + line("Pb1", nu, strain, field)[1])
    return int(np.sum((slope[:-1] > 0) & (slope[1:] <= 0)))


# Derived formulas
g0 = np.sqrt(G_PAR**2 / 3 + 2 * G_PERP**2 / 3)
projection = G_PERP * (2 / 3) / g0
s0, s1 = 2 * projection * SIGMA_PERP, 2 * SIGMA_PB1
mean_strain = (s0 / g0**2 + s1 / G_PB1**2) / 2
ratio_limit = (1 / G_PB1 - 1 / g0) / mean_strain
nu_c = RESIDUAL_PP / (GAUSS_PER_GHZ * mean_strain)


def width_formula(nu, s, g):
    return np.hypot(RESIDUAL_PP, GAUSS_PER_GHZ * nu * s / g**2)


# Effective g, strain projection, and its absence for field along the axis
assert abs(effective_g(G_PERP)[0] - g0) < 1e-10
step = 1e-4
pair = effective_g([G_PERP - step, G_PERP + step])
slope_numeric = (pair[1] - pair[0]) / (2 * step)
assert abs(slope_numeric - projection) < 1e-6
along_axis = effective_g([G_PERP - 0.002, G_PERP + 0.002], direction=AXIS)
assert np.ptp(along_axis) < 1e-12

print("Inputs (rough typical values)")
print(f"Pb0 g_par, g_perp: {G_PAR:.3f}, {G_PERP:.3f}")
print(f"std of Pb0 g_perp: {SIGMA_PERP:.4f}")
print(f"Pb1 effective g, std: {G_PB1:.3f}, {SIGMA_PB1:.4f}")
print(f"residual peak-to-peak width r: {RESIDUAL_PP:.1f} G")
print("Derived quantities")
print(f"h nu/mu_B at 1 GHz: {GAUSS_PER_GHZ:.2f} G")
print(f"Pb0 g along [001]: {g0:.4f}")
print(f"difference g0 - g1: {g0 - G_PB1:.4f}")
print(f"strain projection dg0/dg_perp: {projection:.4f}")
print(f"strain widths s0, s1: {s0:.5f}, {s1:.5f}")
print(f"crossover frequency nu_c: {nu_c:.2f} GHz")
print(f"plateau ratio R_inf: {ratio_limit:.3f}")

# Positions, widths and ratio from the computed spectra
print("GHz | separation G | w(Pb0) G | w(Pb1) G | R | R/R_inf")
frequencies = [3.0, 9.5, 34.0, 94.0, 285.0, 1000.0]
ratios = []
for nu in frequencies:
    b0, w0 = measure("Pb0", nu)
    b1, w1 = measure("Pb1", nu)
    ratio = (b1 - b0) / ((w0 + w1) / 2)
    separation = GAUSS_PER_GHZ * nu * (1 / G_PB1 - 1 / g0)
    x = nu / nu_c
    assert abs((b1 - b0) / separation - 1) < 2e-3
    assert abs(w0 / width_formula(nu, s0, g0) - 1) < 2e-3
    assert abs(w1 / width_formula(nu, s1, G_PB1) - 1) < 2e-3
    # 0.5 %: the closed form replaces two slightly unequal strains by their mean
    assert abs(ratio / (ratio_limit * x / np.hypot(1, x)) - 1) < 5e-3
    ratios.append(ratio)
    print(f"{nu:6.1f} | {b1 - b0:7.2f} | {w0:7.2f} | {w1:7.2f} | "
          f"{ratio:.3f} | {ratio / ratio_limit:.3f}")
assert all(np.diff(ratios) > 0)
print(f"gain in R, 9.5 to 94 GHz: {ratios[3] / ratios[1]:.3f} times")
print(f"gain in R, 94 to 285 GHz: {ratios[4] / ratios[3]:.4f} times")

# Control without strain: the ratio keeps growing in proportion to frequency
free_low, free_high = measured_ratio(9.5, 0.0), measured_ratio(95.0, 0.0)
assert abs(free_high / free_low - 10) < 0.01
print(f"R without strain at 9.5, 95 GHz: {free_low:.2f}, {free_high:.2f}")

# Frequency for 95 % of the plateau
plateau_numeric = measured_ratio(1000.0)
nu_95 = brentq(lambda f: measured_ratio(f) / plateau_numeric - 0.95,
               10, 80, xtol=1e-3)
nu_95_formula = nu_c * 0.95 / np.sqrt(1 - 0.95**2)
assert abs(nu_95 / nu_95_formula - 1) < 0.02
print(f"95% of plateau, spectra: {nu_95:.1f} GHz")
print(f"95% of plateau, formula: {nu_95_formula:.1f} GHz")

# On the g axis the spectrum tends to the g distribution, error ~ 1/nu^2
g_axis = np.linspace(2.000, 2.009, 601)


def normal_density(x, centre, sigma):
    return (np.exp(-((x - centre) / sigma)**2 / 2)
            / (sigma * np.sqrt(2 * np.pi)))


target = (normal_density(g_axis, g0, s0 / 2)
          + normal_density(g_axis, G_PB1, s1 / 2))
deviation = []
for nu in (30.0, 100.0):
    field = GAUSS_PER_GHZ * nu / g_axis
    total = line("Pb0", nu, 1.0, field)[0] + line("Pb1", nu, 1.0, field)[0]
    deviation.append(np.max(np.abs(total * field / g_axis - target))
                     / target.max())
# 1/nu^2 predicts 11.1; higher orders and the curved g map change it slightly
assert 9.5 < deviation[0] / deviation[1] < 12.5
print(f"shape deviation at 30 GHz: {100 * deviation[0]:.2f} % of peak")
print(f"shape deviation at 100 GHz: {100 * deviation[1]:.2f} % of peak")

# Onset of two absorption maxima
low, high = 1.0, 9.0
assert count_maxima(low) == 1 and count_maxima(high) == 2
for _ in range(14):
    middle = (low + high) / 2
    if count_maxima(middle) == 2:
        high = middle
    else:
        low = middle
onset_formula = nu_c / np.sqrt(ratio_limit**2 - 1)
# 5 %: the formula is for equal lines, these differ slightly in width and height
assert abs(high / onset_formula - 1) < 0.05
print(f"onset of two maxima, spectra: {high:.2f} GHz")
print(f"onset of two maxima, formula: {onset_formula:.2f} GHz")

# Fourfold strain: the plateau is below one and no frequency resolves
STRONG = 4.0
counts = [count_maxima(nu, STRONG) for nu in frequencies]
assert ratio_limit / STRONG < 1 and all(c == 1 for c in counts)
assert all(count_maxima(nu) == 2 for nu in frequencies[1:])
strong_ratio = measured_ratio(1000.0, STRONG)
assert abs(strong_ratio / (ratio_limit / STRONG) - 1) < 5e-3
print(f"strain times {STRONG:.0f}: R at 1000 GHz = {strong_ratio:.3f}")
print(f"strain times {STRONG:.0f}: maxima at 3-1000 GHz = {counts}")


# Lorentzian residual: slower approach to the plateau
def voigt_pp(width_gauss, width_lorentz):
    """Peak-to-peak width of a Voigt line from its inflection point."""
    sigma, gamma = width_gauss / 2, np.sqrt(3) * width_lorentz / 2

    def curvature(x):
        z = (x + 1j * gamma) / (sigma * np.sqrt(2))
        w = wofz(z)
        first = -2 * z * w + 2j / np.sqrt(np.pi)
        return (-2 * w - 2 * z * first).real

    return 2 * brentq(curvature, 0.5 * sigma, 2 * sigma, xtol=1e-14)


c_voigt = 2 * np.sqrt(3 * np.e / np.pi) * (dawsn(np.sqrt(0.5)) - np.sqrt(2) / 4)
c_numeric = (voigt_pp(1.0, 1e-3) - 1) / 1e-3
assert abs(c_numeric - c_voigt) < 2e-3
x_95 = brentq(lambda x: voigt_pp(1.0, x) - 1 / 0.95, 0.01, 0.3)
assert abs((1 / x_95) / (19 * c_voigt) - 1) < 0.06   # first-order estimate
print(f"Voigt coefficient c: {c_voigt:.4f}")
print(f"95% of plateau, Lorentzian r: {nu_c / x_95:.1f} GHz")

# Sizes of neglected effects (rough inputs)
print("Neglected effects (rough inputs)")
tilt = np.radians(1.0)
tilted = np.array([np.sin(tilt) / np.sqrt(2), np.sin(tilt) / np.sqrt(2),
                   np.cos(tilt)])
axes = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1]]) / np.sqrt(3)
tilt_spread = np.ptp([effective_g(G_PERP, tilted, a)[0] for a in axes])
print(f"1 deg tilt: Pb0 g splitting {tilt_spread:.5f}")
print(f"  relative to s0: {100 * tilt_spread / s0:.0f} %")
density = 1e12                                   # defects per cm^2
dipolar = g0 * MU_B * 1e3 * density**1.5         # mu_B in erg/G
print(f"dipolar field at {density:.0e} cm^-2: {dipolar:.3f} G")
t2 = 1e-6                                        # s
lifetime_pp = 2 / np.sqrt(3) * const.hbar / (g0 * MU_B * t2) * 1e4
print(f"lifetime width for T2 = {t2 * 1e6:.0f} us: {lifetime_pp:.3f} G")
inhomogeneity = 1e-5
print(f"magnet {inhomogeneity * 1e6:.0f} ppm: "
      f"{100 * inhomogeneity * g0 / s0:.1f} % of s0")
satellite_splitting = 110.0                      # gauss, rough 29Si value
nu_overlap = satellite_splitting / 2 / (GAUSS_PER_GHZ * (1 / G_PB1 - 1 / g0))
print(f"29Si satellite splitting: {satellite_splitting:.0f} G")
print(f"  satellite meets other line near {nu_overlap:.0f} GHz")
polarization = const.h * 285e9 / (const.k * 300)
print(f"h nu/kT at 285 GHz, 300 K: {polarization:.3f}")

print("finished without a failed check")
```

It prints:

```
Inputs (rough typical values)
Pb0 g_par, g_perp: 2.002, 2.008
std of Pb0 g_perp: 0.0008
Pb1 effective g, std: 2.003, 0.0005
residual peak-to-peak width r: 1.5 G
Derived quantities
h nu/mu_B at 1 GHz: 714.48 G
Pb0 g along [001]: 2.0060
difference g0 - g1: 0.0030
strain projection dg0/dg_perp: 0.6673
strain widths s0, s1: 0.00107, 0.00100
crossover frequency nu_c: 8.16 GHz
plateau ratio R_inf: 2.904
GHz | separation G | w(Pb0) G | w(Pb1) G | R | R/R_inf
   3.0 |    1.60 |    1.60 |    1.59 | 1.002 | 0.345
   9.5 |    5.07 |    2.34 |    2.26 | 2.203 | 0.758
  34.0 |   18.15 |    6.62 |    6.24 | 2.823 | 0.972
  94.0 |   50.18 |   17.88 |   16.81 | 2.893 | 0.996
 285.0 |  152.13 |   54.05 |   50.78 | 2.903 | 1.000
1000.0 |  533.80 |  189.59 |  178.09 | 2.904 | 1.000
gain in R, 9.5 to 94 GHz: 1.313 times
gain in R, 94 to 285 GHz: 1.0034 times
R without strain at 9.5, 95 GHz: 3.38, 33.81
95% of plateau, spectra: 24.8 GHz
95% of plateau, formula: 24.8 GHz
shape deviation at 30 GHz: 3.72 % of peak
shape deviation at 100 GHz: 0.35 % of peak
onset of two maxima, spectra: 3.08 GHz
onset of two maxima, formula: 2.99 GHz
strain times 4: R at 1000 GHz = 0.726
strain times 4: maxima at 3-1000 GHz = [1, 1, 1, 1, 1, 1]
Voigt coefficient c: 0.5122
95% of plateau, Lorentzian r: 81.3 GHz
Neglected effects (rough inputs)
1 deg tilt: Pb0 g splitting 0.00020
  relative to s0: 18 %
dipolar field at 1e+12 cm^-2: 0.019 G
lifetime width for T2 = 1 us: 0.065 G
magnet 10 ppm: 1.9 % of s0
29Si satellite splitting: 110 G
  satellite meets other line near 103 GHz
h nu/kT at 285 GHz, 300 K: 0.046
finished without a failed check
```
